Wavelength selection by surface diffusion in a stressed epitaxial film

**Result**

A coherently strained film carries a uniform in-plane stress σ0. Its surface is given a small ripple of wavenumber k, and matter moves only by diffusion along the surface. In linear theory the ripple amplitude grows as exp(st), with

s(k) = Mγ(kc k³ − k⁴),  kc = 2(1 − ν²)σ0²/(Eγ).

Here E is Young's modulus, ν Poisson's ratio, γ the surface stiffness (the coefficient that resists curvature) and M a surface mobility defined below. The rate vanishes at the neutral wavelength λc = 2π/kc and is largest at

λm = (4/3)λc,  s(2π/λm) = (27/256)Mγkc⁴.

The model assumes isotropic linear elasticity with equal moduli in film and substrate, small slopes, constant positive γ and M, and elastic equilibrium at every instant. The film is continuous, and the substrate is much deeper than the wavelength.

**1. Stress under a rippled surface**

Let z point out of the film, with the solid at z < h(x) and

h = a cos kx,  ka ≪ 1.

Nothing varies along y, and the strain along y stays at its flat-film value. A misfit strain ε, equal in both in-plane directions, gives the flat film

σxx = σyy = σ0 = Eε/(1 − ν),  σzz = σxz = 0.

The outward normal of the ripple is proportional to (−h′, 1). A free surface carries no traction, so at z = h

−h′σxx + σxz = 0,
−h′σxz + σzz = 0.

To first order in a, σxx in the first line may be replaced by σ0. The product h′σxz in the second line is of second order. The conditions on the perturbation, which may now be applied at z = 0, are

σxz = σ0h′ = −σ0ak sin kx,  σzz = 0.

The mean stress exists only in the film, yet the thickness H does not enter. The film–substrate interface is flat with its normal along z, and an in-plane stress exerts no traction on such a plane. With equal moduli the perturbation is therefore that of one uniform half-space loaded at its surface.

Write the perturbation with an Airy function φ:

σxx⁽¹⁾ = ∂²φ/∂z²,  σzz⁽¹⁾ = ∂²φ/∂x²,  σxz⁽¹⁾ = −∂²φ/∂x∂z.

Force balance then holds identically, and compatibility of the strains requires ∇⁴φ = 0. For φ = f(z) cos kx this reads

(d²/dz² − k²)²f = 0.

The solutions that decay into the solid are f = (A + Bz)exp(kz). The condition σzz⁽¹⁾ = −k²A cos kx = 0 at z = 0 gives A = 0. The shear stress is then

σxz⁽¹⁾ = kf′ sin kx = kB(1 + kz)exp(kz) sin kx.

At z = 0 it must equal −σ0ak sin kx, so B = −σ0a. Two derivatives of f give

σxx⁽¹⁾ = B(2k + k²z)exp(kz) cos kx,

and at the surface

σxx⁽¹⁾ = −2σ0kh.

The magnitude of the stress falls at crests and rises in troughs, for tension and compression alike.

**2. Elastic energy density at the surface**

The strain along y does not change, and σzz⁽¹⁾ = 0 at the surface. Hooke's law therefore gives

0 = σyy⁽¹⁾ − νσxx⁽¹⁾,  or σyy⁽¹⁾ = νσxx⁽¹⁾.

The shear stress enters the energy density only as a square, which is of second order. What remains is

ω = (σxx² + σyy² − 2νσxxσyy)/(2E).

Its first variation about σxx = σyy = σ0 is

δω = [σ0(1 − ν)/E](σxx⁽¹⁾ + σyy⁽¹⁾)
 = [σ0(1 − ν)(1 + ν)/E]σxx⁽¹⁾
 = −Ckh,

with the elastic drive

C = 2(1 − ν²)σ0²/E = 2E(1 + ν)ε²/(1 − ν).

The second form follows on inserting σ0 = Eε/(1 − ν). The drive is quadratic in ε, so within this model tension and compression of equal size give the same C. Neglected effects distinguish them. Surface stress couples linearly to ε. Elastic anharmonicity does so too: with typical third-order constants of silicon, σ0² at 2% misfit is about 13% below its linear value in tension and about 12% above it in compression.

**3. Chemical potential**

Per unit length along y, the free energy is

F = γ∫√(1 + h′²) dx + W[h],

where W is the elastic energy minimized over displacements, with the substrate held far below. This form takes the surface energy per area to be independent of orientation, and it then equals the stiffness γ. If the surface energy is a function γs of the surface angle, the expansion in slope has the same quadratic term with γ = γs + γs″, and the term linear in h′ integrates to zero over a period. Raise the surface by δh. The added strip is coherent film with the same misfit and contributes ∫ω δh dx. The displacements also readjust, but at equilibrium with a traction-free surface this changes the energy only at second order. Hence δW/δh = ω at the surface.

For small slopes √(1 + h′²) ≈ 1 + h′²/2. Its variation is ∫h′δh′ dx = −∫h″δh dx after integration by parts over a periodic length. With h″ = −k²h, the energy cost per added volume is

p = δF/δh = constant + (γk² − Ck)h.

The chemical potential per atom is μ = Ωp, where Ω is the atomic volume. The capillary term raises μ at crests and drives matter away from them. The elastic term lowers μ at crests and draws matter towards them. Since one varies as k² and the other as k, stress wins at long wavelengths.

The energy of the ripple follows by integrating over its amplitude. For a length L containing whole periods,

dF/da = ∫p cos kx dx = (L/2)(γk² − Ck)a,

so the energy change per area is a²(γk² − Ck)/4. This gives an independent way to measure C: compute the relaxed elastic energy of a rippled film. A finite-element calculation did so for a 3 nm film on a 200 nm substrate, with equal moduli, stress in the film alone and a = 0.05 nm. Its drive was 0.9999 of the formula. Raising the thickness to 30 nm at fixed wavelength changed it by about 0.001%.

**4. Surface transport and the growth rate**

Let mobile atoms hop a distance b along the surface at rates Γexp(±w/2), where w = gb/(kBT) and g is the force along x. The ratio of the two rates is exp(w), as detailed balance requires. For small w the drift velocity is

v = 2bΓ sinh(w/2) ≈ bΓw = Γb²g/(kBT).

Without a force the variance of position grows as 2Γb²t, so the hopping diffusivity is D = Γb² and v = Dg/(kBT).

The force is g = −∂μ/∂x, provided the mobile atoms are in local equilibrium with the surface. If a fraction θ of the ns sites per area holds a mobile atom, the flux is θnsv. With the mass diffusivity Ds = θD,

J = −(Dsns/kBT) ∂μ/∂x.

Ds must therefore include the coverage. Inserting the diffusivity of a single adatom would overestimate the rate by 1/θ.

Conservation of atoms gives

∂h/∂t = −Ω ∂J/∂x = M ∂²p/∂x²,  M = DsnsΩ²/(kBT).

For the ripple ∂²/∂x² → −k², and so

s = −Mk²(γk² − Ck) = M(Ck³ − γk⁴) = Mγ(kc k³ − k⁴),  kc = C/γ.

Of the three powers of k in the driving term, two come from conserved transport and one from elasticity.

A uniform deposition flux adds a constant to ∂h/∂t. It raises the mean height and leaves s unchanged within this model, because the elastic state depends on the present shape and not on how it was reached.

**5. The fastest wavelength**

Differentiating,

ds/dk = Mγ(3kc k² − 4k³) = Mγk²(3kc − 4k).

This is positive for 0 < k < 3kc/4 and negative beyond, so km = 3kc/4 is the single maximum. There

km³(kc − km) = (27/64)(1/4)kc⁴ = (27/256)kc⁴,

and λm = 2π/km = (4/3)λc. In terms of the inputs,

λm = 8πγ/(3C) = 4πγ(1 − ν)/[3E(1 + ν)ε²],
s(km) = (27/256)MC⁴/γ³.

At fixed moduli, γ and M, doubling the misfit shortens λm fourfold and raises the peak rate 2⁸ = 256 times. For k ≪ kc growth is slow, s ≈ Mγkc k³, because matter must travel far and the elastic drive Ck is weak. For k ≫ kc the ripple decays as in an unstressed solid, s ≈ −Mγk⁴.

**6. A second case: exchange with a reservoir**

Suppose instead that the surface gains and loses atoms locally, at a rate proportional to the departure of p from its flat-film value:

∂h/∂t = −R(γk² − Ck)h,  s = Rγ(kc k − k²).

Then ds/dk = Rγ(kc − 2k), so km = kc/2 and λm = 2λc. The neutral wavelength is the same, since it is fixed by energy. The ratio λm/λc is fixed by transport.

If both processes act in parallel, their rates add. Both rise with k below kc/2 and both fall above 3kc/4, so any maximum of the sum lies between these values and λm/λc lies between 4/3 and 2.

**7. How sharp the selection is**

Each mode grows independently, a(k,t) = a(k,0)exp(st). Near the maximum the second derivative is

d²s/dk² = Mγ(6kc km − 12km²) = −(9/4)Mγkc².

Multiplying by km² = (9/16)kc² and dividing by s(km) gives −(81/64)(256/27) = −12. Hence

s ≈ s(km)[1 − 6(k/km − 1)²].

If the fastest mode has been amplified by a factor G, then s(km)t = ln G. The amplification is approximately a Gaussian in k with relative standard deviation

δk/km = 1/√(12 ln G).

For G = 10 this is 0.19, so a tenfold growth selects a broad band and not one line. The exact band is skewed: the amplification falls by exp(−1/2) at 0.22 km below the peak and 0.17 km above it. An initial amplitude spectrum proportional to k^(−q) also shifts the peak. Setting the derivative of st − q ln k to zero gives, to leading order,

(k − km)/km = −q/(12 ln G),

which is −3.6% for q = 1 and G = 10; the full s(k) gives −4.1%. A measured spacing should be compared with λm only after allowing for both effects.

**8. Implementation**

For a periodic profile, multiply each Fourier amplitude by exp[s(|k|)Δt]. The absolute value is essential, because the elastic term is proportional to |k| and is nonlocal in x. It cannot be replaced by a local derivative.

A box of length L admits only k = 2πn/L with integer n, so L should span many λc. On a ring of length 12λc the operator M∂²p/∂x² was diagonalized with 600 points. Its fastest mode had 9 periods, as 12/9 = 4/3 requires. With local exchange the fastest mode had 6.

The grid used second differences, which replace k² by k²(1 − η) with η ≈ (kΔx)²/12. If the factor |k| is represented without error, s ∝ k²(kc k − k²) changes by the relative amount

−η + ηk²/(kc k − k²) = −η + 3η = 2η at km.

With kmΔx = 2π·9/600 = 0.094 this predicts a peak rate 0.15% too high. The computed excess was 0.15%.

**9. Worked example: strained silicon**

Take a 3 nm silicon film under 2% tensile misfit at 1000 K, with the rough values E = 130 GPa, ν = 0.28 and γ = 1.3 J/m². Since 1 J/m² = 1 GPa·nm,

σ0 = 130 × 0.02/0.72 = 3.61 GPa,
C = 2 × (1 − 0.28²) × 3.611²/130 = 0.185 GPa,
kc = 0.1849/1.3 = 0.142 nm⁻¹,
λc = 44 nm,  λm = 59 nm.

The finite-element energies, combined with the arc length of the ripple, gave a zero at 44.18 nm and a maximum at 58.91 nm, without use of the formula for C.

For the rate take Ds = 3×10⁻¹³ cm²/s = 30 nm²/s, an order of magnitude only, with ns = 6.78 nm⁻² and Ω = 0.0200 nm³. Then

M = 30 × 6.78 × 0.0200²/(kBT) = 5.9 nm⁴/s per J/m²,
s(km) = (27/256) × 5.9 × 1.3 × 0.142⁴ ≈ 3.3×10⁻⁴ s⁻¹.

The amplitude grows by a factor e in about 50 minutes. From 0.1 nm to 1 nm takes ln 10 × 50 min ≈ 1.9 h. By then, wavelengths from 49 to 81 nm have at least half the maximum amplification. An error in Ds rescales the times inversely and leaves the wavelengths unchanged.

**10. Comparison with the real case**

These parameters resemble strained silicon on a relaxed silicon–germanium buffer with roughly half germanium. Several neglected effects change the numbers.

Elastic anisotropy is large. With rough cubic constants C11 = 166, C12 = 64 and C44 = 80 GPa in film and buffer, and γ unchanged, λm becomes 68 nm for a ripple along [100] and 76 nm along [110]. The flat-film stress is nearly the same, (166 + 64 − 2 × 64²/166) × 0.02 = 3.61 GPa, so the change comes from the stiffer response to the ripple. For silicon the cubic drive should replace C. As the peak rate varies as C⁴, growth at fixed M slows by factors of about 1.8 and 2.7. These values use silicon constants in the buffer too. With buffer constants midway between silicon and germanium (about 148, 56 and 74 GPa) the wavelengths are 65 and 73 nm and the factors 1.5 and 2.2.

A buffer 10% softer than the film raises the drive by 3.9% at a wavelength of 59 nm. The drive then depends on k: λm moves to 57 nm, λm/λc to 1.336, and the peak rate rises by 16%. At an amplitude of 1 nm the slope is 0.11, and the released elastic energy divided by the amplitude squared is 0.8% below its small-amplitude value. The leading correction to the energy varies as a⁴, so the drive, which is a derivative of the energy, falls by twice as much, about 1.7%. This holds for a pure cosine, which would grow about 6% slower than the linear rate. The evolving ripple also develops a second harmonic of about 0.1 nm that sharpens the troughs, and with it the fundamental at 1 nm grows about 2% faster than the linear rate. Two further effects are given as sizes, not as computed shifts: the initial stress is 7% of the shear modulus, and an assumed surface stress of 1 N/m times the misfit is 1.5% of γ.

The thin film sets a stricter limit. Suppose the surface energy depends on thickness through a term 0.3 J/m² × exp(−H/0.3 nm). A positive term like this opposes the ripple; a negative one, expected where the buffer has the lower surface energy, would favour it. Its second derivative is 1% of γkm² at 3 nm, which is 3% of the net drive γkm²/3 that sets the rate. Under a trough 1 nm deep the film is 2 nm thick, and the fraction rises by exp(1/0.3) ≈ 28, to nearly 30% of γkm², most of the net drive. A uniform 2 nm film would have its peak rate multiplied by about 0.27 for the positive sign and 2.0 for the negative sign. The linear rate is then no longer reliable.

For a uniform film, a rough balance between misfit force and dislocation line tension gives a critical thickness of 3.6 nm, which moves between about 1.6 and 4.2 nm with the core cutoff chosen in the logarithm. This is too close to the film thickness for so rough an estimate to exclude dislocations, which may relieve the stress before the ripple is fully grown. With an assumed bulk diffusivity of 10⁻¹⁹ cm²/s, which is very uncertain, intermixing reaches √(4Dt) ≈ 0.5 nm in 1.9 h.

A constant surface stiffness is also open to doubt. Raising γ by 30% lengthens the isotropic λm to 77 nm and slows the peak rate by 1.3³ ≈ 2.2 at fixed M. If silicon (001) is a true facet at the temperature of use, its surface energy has a cusp in orientation, no finite γ exists there, and the linear growth rate does not apply. This doubt is real for the example: unstrained silicon (001) is reported to roughen only far above 1000 K, and tensile films on relaxed buffers are reported to stay much smoother than compressive films of equal misfit, a difference this model cannot show. The values above are therefore estimates for a rounded surface, not predictions for a given wafer. The values of the basic model are in the numerical output below.

Computed values

```
Young modulus: 130 GPa
Poisson ratio: 0.28
misfit strain: 2 %
surface stiffness: 1.3 J/m^2
film thickness: 3 nm
temperature: 1000 K
surface mass diffusivity: 3e-13 cm^2/s
lattice parameter: 0.543 nm
atomic volume: 0.02001 nm^3
surface site density: 6.783 nm^-2
flat-film stress: 3.611 GPa
elastic drive C: 0.1849 GPa
mobility M: 5.903 nm^4/s per J/m^2
neutral wavenumber: 0.1422 nm^-1
fastest wavenumber: 0.1067 nm^-1
neutral wavelength: 44.18 nm
fastest wavelength: 58.9 nm
peak growth rate: 0.0003311 s^-1
e-folding time: 50.33 min
initial amplitude: 0.1 nm
final amplitude: 1 nm
time between amplitudes: 1.931 h
half-gain band, short end: 49.18 nm
half-gain band, long end: 81.02 nm
finite-element drive / formula: 0.999942
drive, 30 nm film / 3 nm film: 1.00001
finite-element neutral wavelength: 44.18 nm
finite-element fastest wavelength: 58.91 nm
finite-element wavelength ratio: 1.3333
ring: periods at neutrality: 12
ring: periods, surface diffusion: 9
ring: periods, local exchange: 6
ring: peak rate / formula: 1.0015
hopping drift / drift law: 1.00002
cubic C11, C12, C44: 166, 64, 80 GPa
fastest wavelength, cubic [100]: 68.13 nm
fastest wavelength, cubic [110]: 75.68 nm
drive change, 10% softer buffer: 3.93 %
slope at final amplitude: 0.107
drive change at final amplitude: -0.841 %
film stress / shear modulus: 7.11 %
assumed surface stress: 1 N/m
surface stress * misfit / stiffness: 1.54 %
fastest wavelength, stiffness +30%: 76.58 nm
assumed surface-energy difference: 0.3 J/m^2
assumed surface-energy decay length: 0.3 nm
thickness term / capillary term: 1.02 %
assumed bulk diffusivity: 1e-19 cm^2/s
intermixing length: 0.527 nm
Burgers vector length: 0.384 nm
dislocation critical thickness: 3.59 nm
```
